# Two-quantum stretching states of hydrogen on silicon (111): the bound pair

## Result

Hydrogen atoms on an ideal Si(111) surface form a triangular lattice of $N$ upright Si–H bonds. Let $b_i^\dagger$ create a stretching quantum on bond $i$, with $n_i=b_i^\dagger b_i$ and

$$H=\sum_i\Big[\omega_0 n_i-\frac A2\,n_i(n_i-1)\Big]+\sum_{i\ne j}t_{ij}\,b_i^\dagger b_j .$$

Energies are wavenumbers in cm$^{-1}$. A lone bond has levels $0,\ \omega_0,\ 2\omega_0-A$, so $A>0$ is the single-bond anharmonicity: twice the first excitation energy minus the second.

For each total wavevector $K$ of this finite lattice, one two-quantum state lies below the continuum of separate quanta. Write its energy as $E_K=2\omega_0-x_K$, and let $D_K$ be the depth of the continuum edge below $2\omega_0$. Then

$$\frac1A=\frac1N\sum_k\frac{1}{x_K+w_K(k)},\qquad A\le x_K\le A+D_K, \tag{1}$$

where $w_K(k)=\varepsilon(k)+\varepsilon(K-k)-2\omega_0$ and $\varepsilon(k)$ is the one-quantum energy. At fixed $A$, $D_K$ vanishes with the hopping, so $x_K\to A$.

The word "shift" needs a reference level. Here $x$ is measured from twice the bare bond frequency. An infrared experiment compares the pair with twice the one-quantum line at $K=0$ (the point $\Gamma$), which gives $S=2\varepsilon(\Gamma)-E_\Gamma$. The binding energy is $B=x-D$. All three tend to $A$. With nearest-neighbour hopping, the deviation of $x$ is quadratic in $t$ at leading order, while those of $S$ and $B$ are linear.

## Reduction to a rank-one problem

The Hamiltonian conserves the number of quanta and the total wavevector. Take nearest-neighbour hopping $t$ and lattice vectors $a_1,a_2$ at $60^\circ$, with $a_3=a_1-a_2$. The six neighbours are $\pm a_i$, so

$$\varepsilon(k)=\omega_0+2t\sum_{i=1}^3\cos k\cdot a_i .$$

With $b_i=N^{-1/2}\sum_k e^{ik\cdot r_i}b_k$ and $n_i(n_i-1)=b_i^\dagger b_i^\dagger b_ib_i$, the sum over sites enforces wavevector conservation:

$$V=-\frac{A}{2N}\sum_K B_K^\dagger B_K,\qquad B_K=\sum_k b_kb_{K-k}.$$

For fixed $K$ the normalised basis consists of unordered pairs $p$: $b_k^\dagger b_{K-k}^\dagger|0\rangle$ for unequal wavevectors and $(b_k^\dagger)^2|0\rangle/\sqrt2$ for equal ones. In the first case two terms of $B_K$ contribute, and $\langle0|B_K|p\rangle=2$. In the second, one term contributes $2/\sqrt2=\sqrt2$. Dividing both by $\sqrt2$ defines $g_p=\sqrt2$ or $1$, and

$$\langle p'|V|p\rangle=-\frac AN\,g_{p'}g_p .$$

This matrix has rank one. Let $\eta=E-2\omega_0$ and $C=\sum_pg_p\psi_p$. The eigenvalue equation is

$$(w_p-\eta)\psi_p=\frac AN\,g_pC .$$

If $C\neq0$, divide by $w_p-\eta$, multiply by $g_p$, sum over $p$ and cancel $C$. Since $g_p^2$ counts the ordered pairs belonging to $p$, the result is

$$1=F(\eta)\equiv\frac AN\sum_k\frac1{w_K(k)-\eta}. \tag{2}$$

Setting $\eta=-x$ gives the equation in (1).

If $C=0$, the state is confined to pairs of one common energy $w$ and satisfies $\sum g_p\psi_p=0$. A value of $w$ shared by $m$ unordered pairs therefore supplies $m-1$ unshifted levels.

## The algorithm and its completeness

Between poles,
$$F'(\eta)=\frac AN\sum_k\frac1{(w_K(k)-\eta)^2}>0 .$$
Below the lowest pole $F$ rises from $0$ to $+\infty$, so it equals 1 once. Between neighbouring distinct poles it rises from $-\infty$ to $+\infty$, again giving one root. Above the highest pole $F<0$ and there is none. Hence, for each $K$:

1. Compute $w_K(k)$ for all $k$ and group equal values.
2. For each group of $m$ unordered pairs, record $m-1$ levels at that value.
3. Find one root of (2) below the lowest group and one in each gap between groups.

The number of roots equals the number of groups, so the total is $\sum m$, the dimension of the block. No state is missing.

A dense matrix for the whole sector has dimension $N(N+1)/2$, and its diagonalisation costs of order $N^6$ operations. The secular method has $N$ blocks, each with at most of order $N$ roots and $N$ terms per evaluation. Its cost is of order $N^3$ times the number of root-finding iterations.

On a $6\times6$ torus the sector has $36\cdot37/2=666$ states. The secular spectrum was compared with a dense matrix built from the ladder-operator rules, for $(A,t)=(70,1)$ and $(5,-1.3)$ cm$^{-1}$. The largest difference between corresponding levels was $5.8\times10^{-13}$ cm$^{-1}$.

## Proof of the limit

Angle brackets denote the mean over $k$. Since $H$ has no hopping from a bond to itself, $\langle\varepsilon\rangle=\omega_0$ and $\langle w\rangle=0$. For $x>D$ the function $1/(x+w)$ is convex in $w$, and Jensen's inequality gives

$$\frac1A=\Big\langle\frac1{x+w}\Big\rangle\ge\frac1{x+\langle w\rangle}=\frac1x
\quad\Rightarrow\quad x\ge A .$$

Since $w\ge-D$,

$$\frac1A\le\frac1{x-D}\quad\Rightarrow\quad x\le A+D .$$

Each one-quantum energy differs from $\omega_0$ by at most $\sum_j|t_{ij}|$. Thus $D\le2\sum_j|t_{ij}|$, which is $12|t|$ for nearest neighbours. This bound depends on neither $K$ nor $N$, so the limit is uniform and survives an infinite lattice. The argument also covers longer-range hopping with a finite absolute sum. On an infinite lattice a root is then guaranteed once $A>D$, because the mean just above $x=D$ is at least about $1/D$, which exceeds $1/A$. Since the bound root also satisfies $x>D$, it can be sought between $\max(A,D)$ and $A+D$, starting just above $D$ when $D\ge A$.

## Infinite lattice and existence of the pair

With $c_i=\cos(K\cdot a_i/2)$ and $k=K/2+q$, adding the two cosines in each direction gives

$$w=4t\sum_i c_i\cos q\cdot a_i .$$

Put $\theta=q\cdot a_1$ and $\phi=q\cdot a_2$. The terms containing $\phi$ combine into one cosine of amplitude $R$:

$$c_2\cos\phi+c_3\cos(\theta-\phi)=R\cos(\phi+\delta),\quad
R^2=c_2^2+c_3^2+2c_2c_3\cos\theta .$$

The integral $\int_0^{2\pi}\frac{d\phi}{2\pi}(u+v\cos\phi)^{-1}=(u^2-v^2)^{-1/2}$, valid for $u>|v|$, leaves

$$\frac1A=\int_0^{2\pi}\frac{d\theta}{2\pi}\,
\frac1{\sqrt{(x+4tc_1\cos\theta)^2-16t^2R^2}} . \tag{3}$$

Does a root survive for weak anharmonicity? Near a minimum of the smooth function $w$, at displacement $p$, $w+D\le\kappa p^2$ for some constant $\kappa$. The mean of $1/(x+w)$ is then at least a constant times $\int d^2p/(B+\kappa p^2)$, which diverges logarithmically as $B\to0$. It also falls steadily to zero as $x$ grows. With nearest-neighbour hopping, every $A>0$ therefore gives one bound pair at each $K$. The smooth minimum matters: dipolar hopping with negative $t$ has a cusp at its minimum for $K=\Gamma$, the mean stays finite there, and a weak enough $A$ binds no pair on the infinite lattice.

For $t>0$ at $\Gamma$, two minima lie at the zone corners, where $\sum\cos q\cdot a_i=-3/2$ and $D=6t$. Around each, $w=-6t+\tfrac32ta^2p^2$, with $a$ the lattice spacing. The cell area is $\sqrt3a^2/2$, so the density of $w$ values at the edge is

$$\rho=2\,\frac{\sqrt3a^2/2}{4\pi^2}\,\frac{\pi}{\tfrac32ta^2}=\frac{\sqrt3}{6\pi t}.$$

The mean grows as $-\rho\ln B$. For $t=1$ cm$^{-1}$, evaluating (3) at $B=10^{-4}$ and $10^{-6}$ cm$^{-1}$ gives a slope of 0.09189 per cm$^{-1}$, equal to the formula at the printed precision. When $A\ll t$, the binding at $\Gamma$ is consequently exponentially small, proportional to $e^{-1/(\rho A)}$. This does not hold at every $K$: at the zone-edge midpoint the closed form given below yields $B\simeq A^2/(8|t|)$. The limit $x\to A$ concerns the opposite regime.

## Expansion for small hopping

Write $m_n=\langle w^n\rangle$. For $D<x$ and $|w|<x$, a geometric series in (1) gives

$$x=A\left(1+\frac{m_2}{x^2}-\frac{m_3}{x^3}+\dots\right).$$

Replacing $x$ by $A$ in the two correction terms alters the result only at order $t^4$, because $x-A$ is of order $t^2$.

In $m_2$ the cross terms average to zero and each $\cos^2$ gives $1/2$, so $m_2=8t^2\sum c_i^2$. In $m_3$ only the product of all three cosines survives. It occurs six times and has mean

$$\langle\cos\theta\cos\phi\cos(\theta-\phi)\rangle=\tfrac12\langle\cos^2(\theta-\phi)\rangle=\tfrac14 .$$

Thus $m_3=64t^3\cdot6c_1c_2c_3/4=96t^3c_1c_2c_3$, and

$$x=A+\frac{8t^2}{A}\sum_ic_i^2-\frac{96t^3c_1c_2c_3}{A^2}
+O\!\left(\frac{t^4}{A^3}\right). \tag{4}$$

Halving $t$ from 0.6 to 0.3 cm$^{-1}$ at $A=70$ cm$^{-1}$ gave remainder orders 3.998 at $\Gamma$ and 3.999 at phases $(K\cdot a_1,K\cdot a_2)=(0.7,1.9)$.

Using $c_i^2=(1+\cos K\cdot a_i)/2$, the second-order energy is

$$E_K=2\omega_0-A-\frac{12t^2}{A}-\frac{4t^2}{A}\sum_i\cos K\cdot a_i .$$

This is the band of one particle with hopping $J=-2t^2/A$. Physically, one quantum steps to a neighbour with amplitude $\sqrt2t$, the pair is briefly separated at an energy cost $A$, and the other quantum follows with amplitude $\sqrt2t$.

At the zone-edge midpoint $M$ the root has a closed form. There two $c_i$ vanish and the third has magnitude 1, so (3) becomes $1/A=(x^2-16t^2)^{-1/2}$ and

$$x_M=\sqrt{A^2+16t^2}.$$

## Worked example

Take $\omega_0=2080$, $A=70$ and $t=1$ cm$^{-1}$, with lattice spacing 0.384 nm. At $\Gamma$ all $c_i=1$, and (4) gives

$$x\simeq70+\frac{24}{70}-\frac{96}{70^2}=70.3233\ \text{cm}^{-1}.$$

The root of (3) is 70.3241 cm$^{-1}$, or 8.719 meV; $A$ itself is 8.679 meV. The pair energy is $4160-70.324=4089.676$ cm$^{-1}$.

The one-quantum line lies at $2080+6=2086$ cm$^{-1}$. Therefore

$$S=x+12t=82.324\ \text{cm}^{-1},\qquad B=x-6t=64.324\ \text{cm}^{-1},$$

or 10.21 and 7.98 meV. Within this model, reading $S$ as the anharmonicity would overestimate $A$ by 12.3 cm$^{-1}$, or 18% of $A$. Nearly all of that comes from the displacement of the one-quantum line.

With $A$ held at 70 cm$^{-1}$, reducing the hopping gives, in cm$^{-1}$:

| $t$ | $x$ | $S$ | $B$ |
|---:|---:|---:|---:|
| 4 | 74.435 | 122.435 | 50.435 |
| 1 | 70.324 | 82.324 | 64.324 |
| 0.1 | 70.003 | 71.203 | 69.403 |
| 0.01 | 70.000 | 70.120 | 69.940 |

The deviation of $x$ is quadratic at leading order, while those of $S$ and $B$ are linear. For negative $t$ the one-quantum line at $\Gamma$ is the bottom of its band; then $D=12|t|$ and $S=B=x-12|t|$.

The pair hopping is $J=-2/70=-0.0286$ cm$^{-1}$. Between $\Gamma$ and the zone corner $\sum\cos K\cdot a_i$ changes by $4.5$, so second order predicts an energy difference of $4.5\times4/70=0.257$ cm$^{-1}$. The third-order term changes this by $-108/70^2=-0.022$, giving 0.235. The computed difference is 0.236 cm$^{-1}$.

The derivative $dx/dA$ is the probability $P$ that both quanta occupy one bond, because $H$ contains $A$ as $-A$ times the projector onto such states. Here $P=0.9956$.

## Error analysis

**Root error.** Suppose an approximate root leaves a small residual $r=A\langle1/(x+w)\rangle-1$. Differentiating (1) with respect to $A$ gives

$$P=\frac{dx}{dA}=\frac1{A^2\langle(x+w)^{-2}\rangle}.$$

The slope of the residual with respect to $x$ is $-A\langle(x+w)^{-2}\rangle=-1/(AP)$. The error in $x$ is therefore $|\delta x|\simeq AP|r|\le A|r|$. An error in the input $A$ is passed on with factor $P\le1$. Thus $x$ is well conditioned, although the relative error of $B$ can be large when $B$ is very small.

**Quadrature error.** Near the edge, the integrand of (3) has features of angular width about $\sqrt{B/t}$, which the grid must resolve. At $B=10^{-6}$ and $t=1$ cm$^{-1}$ this width is $10^{-3}$; the slope above used 300,000 angles, a spacing of $2\times10^{-5}$.

**Finite-lattice error.** On an $L\times L$ torus the relative motion can wrap around. At $\Gamma$ the leading contribution comes from six straight paths of $L$ steps, giving a size $6A(2t/x)^L\approx2\times10^{-7}$ cm$^{-1}$ for $L=6$. Seven-step paths carry a relative factor $-42(2t/x)\approx-1.2$, so successive terms partly cancel and the actual error can be several times smaller. The infinite-lattice and torus bound energies, compared as sorted lists over all 36 wavevectors, differed by at most $7.6\times10^{-8}$ cm$^{-1}$. That maximum occurs at $M$, where the relative motion is one-dimensional and two straight paths give $2A(2t/x)^6\approx7.5\times10^{-8}$ cm$^{-1}$; at $\Gamma$ the error is $3\times10^{-8}$ cm$^{-1}$.

**Model error.** This is far larger than the numerical errors. If the hopping is dipolar, $t_r=t(a/r)^3$, the sum over neighbours rises from 6 to 11.034. Solving with the tail gives $x=70.328$ cm$^{-1}$, but

$$S=70.328+2(11.034)=92.40\ \text{cm}^{-1}=11.46\ \text{meV}.$$

The tail changes $x$ by 0.004 cm$^{-1}$ and $S$ by 10.1 cm$^{-1}$. Nearest-neighbour hopping is adequate here for $x$, but not for the infrared shift of a dipole-coupled layer.

Other corrections were sized separately:

- Terms that create or destroy two quanta change twice the line energy by $-0.017$ cm$^{-1}$ in the harmonic approximation with nearest neighbours only, and by $-0.058$ cm$^{-1}$ with the dipolar tail. Their effect on the pair was not calculated.
- For a Morse bond, the ratio of the 1–2 to the 0–1 displacement element is 1.0084 times its harmonic value $\sqrt2$. With $t$ fixed by the 0–1 element, this changes $x$ by about 0.006 cm$^{-1}$ at second order in $t$.
- A Morse bond also has a 0–2 displacement element, and this correction is larger. For a dipole linear in displacement, both quanta can hop together in first order, with amplitude $t_2=t\,(X_{02}/X_{01})^2=0.0084\,t$, opposite in sign to $J$ for $t>0$. The problem stays rank one, with $A$ replaced by $A-2t_2\sum_i\cos K\cdot a_i$. At $t=1$ cm$^{-1}$ this lowers $x$ at $\Gamma$ by 0.05 cm$^{-1}$ and cuts the $\Gamma$-to-corner dispersion from 0.236 to about 0.16 cm$^{-1}$. The term is linear in $t$ and puts $x$ below $A$ at $\Gamma$ for small positive $t$, so the bound $x\ge A$ and the quadratic deviation are properties of $H$, not of a Morse bond. The limit $x\to A$ still holds.
- Static dipole coupling of neighbouring excited bonds is 0.16 cm$^{-1}$. Weighted by $1-P$, its effect on the pair is about 0.0007 cm$^{-1}$.

## Relation to a real surface at 300 K

The frequency and anharmonicity used here are rough typical values for hydrogen-terminated Si(111), and $t$ is an effective parameter. Without electronic screening, $t=1$ cm$^{-1}$ corresponds to a transition dipole of 0.106 debye. Screening changes $t$ for that dipole in either direction: the polarisability of neighbouring bonds lowers it, while the image response of the substrate can raise it for upright dipoles close to the surface. With the dipolar tail, each change of 0.1 cm$^{-1}$ in $t$ moves $S$ by about 2.3 cm$^{-1}$, so an anharmonicity inferred from $S$ needs an independent value of the hopping.

One assumption strained by temperature is that all bonds have the same frequency. Thermal stretch occupation is only $4.7\times10^{-5}$, but a bend near 630 cm$^{-1}$, a rough value, has occupation $n=0.051$. Assume that each bend quantum moves the stretch by 10 cm$^{-1}$. Two bends per bond then give an rms jitter of $10\sqrt{2n(n+1)}=3.3$ cm$^{-1}$, larger than $t$. Static Gaussian disorder of this size on the 36-bond torus gives the pair line an rms width of 6.6 cm$^{-1}$, far above the 0.24 cm$^{-1}$ pair dispersion. With such disorder $K$ no longer labels the pair states well, yet the line centre moves by only about 0.003 cm$^{-1}$ for zero-mean jitter.

Thermal bends are not Gaussian, however. A bond holds no bend quantum with probability $(1+n)^{-2}=0.90$, so most bonds keep a common frequency and a few are shifted by 10 cm$^{-1}$ or more. In the static limit most of the pair intensity then stays in a narrow main line, with weak side lines displaced by about 20 cm$^{-1}$ per bend quantum. The rms width mainly measures those side lines, not the width of the main one. Real bend motion is dynamic, so neither static picture predicts a linewidth. Steps and resonances with bend overtones are left out and have not been sized. The numerical output follows.

## Values computed for the example and the checks

```
lattice spacing                     0.384 nm
bare bond frequency w0              2080.0 cm^-1
single-bond anharmonicity A         70.0 cm^-1 = 8.679 meV
nearest-neighbour hopping t         1.00 cm^-1
unscreened dipole implied by t      0.106 debye
torus sites, two-quantum states     36, 666 (counts)
algorithm vs dense, worst error     5.8e-13 cm^-1
infinite vs torus bound band        7.6e-08 cm^-1
edge log slope, numerical           0.09189 per cm^-1
edge log slope, formula             0.09189 per cm^-1
remainder orders in t (Gamma, other) 3.998, 3.999 (pure numbers)
one-quantum line at Gamma           2086.000 cm^-1
bound-pair energy at Gamma          4089.676 cm^-1
pair-minus-line (1 to 2) energy     2003.676 cm^-1
continuum edge depth D at Gamma     6.000 cm^-1
x at Gamma                          70.3241 cm^-1 = 8.7191 meV
x at Gamma from expansion           70.3233 cm^-1
x at M, closed form                 70.1142 cm^-1
x at zone corner                    70.0882 cm^-1
S, from twice the infrared line     82.3241 cm^-1 = 10.2069 meV
B, from the continuum edge          64.3241 cm^-1 = 7.9752 meV
pair hopping -2t^2/A                -0.0286 cm^-1
pair bandwidth, Gamma to corner     0.2359 cm^-1
probability of both on one bond     0.99563 (pure number)
scan t=4.00: x=74.4349, S=122.4349, B=50.4349 cm^-1
scan t=2.00: x=71.2279, S=95.2279, B=59.2279 cm^-1
scan t=1.00: x=70.3241, S=82.3241, B=64.3241 cm^-1
scan t=0.50: x=70.0833, S=76.0833, B=67.0833 cm^-1
scan t=0.10: x=70.0034, S=71.2034, B=69.4034 cm^-1
scan t=0.01: x=70.0000, S=70.1200, B=69.9400 cm^-1
dipole lattice sum                  11.0342 (pure number)
x with dipolar tail                 70.3276 cm^-1
S with dipolar tail                 92.396 cm^-1 = 11.456 meV
change of S by the tail             10.072 cm^-1
nonconserving terms, twice line     -0.0173 cm^-1
Morse 1-2 element / harmonic        1.0084 (pure number)
its effect on x                     0.0058 cm^-1
static neighbour coupling           0.1558 cm^-1
its effect on the pair, size        0.00068 cm^-1
temperature                         300 K
thermal stretch occupation          4.65e-05 (pure number)
bend frequency, assumed coupling    630, 10 cm^-1
thermal occupation per bend mode    0.0512 (pure number)
rms bond-frequency jitter           3.282 cm^-1
static-jitter rms pair linewidth    6.556 cm^-1
static-jitter change of pair shift  0.0026 cm^-1
```
